# Dipole moment per step atom from a vicinal surface's work function

**Question**

I am working on a problem about a vicinal metal surface, that is, a surface cut slightly off a close-packed plane so that it consists of flat terraces separated by regular atomic steps. The steps are 20 Å apart, and the atoms along each step edge are 2.88 Å apart. The work function is 0.18 eV lower than that of the flat surface of the same metal. I am asked for the electric dipole moment per step atom.

I know that a dipole layer shifts the work function, but I get stuck on three points. First, I have seen the shift written both with \(1/\varepsilon_0\) and with \(1/(2\varepsilon_0)\), and the two give answers that differ by a factor of two. Second, I don't see which way the dipole must point. Third, the dipoles sit in rows and not in a uniform sheet, and the terraces are tilted, so I am not sure that a formula for a uniform layer applies at all. How much does each of these matter?

**Answer**

The row structure does not spoil the formula, provided that the work function refers to the laterally averaged potential outside the surface. The factor of two depends on what is called "the dipole". Both points follow from Poisson's equation.

**The potential jump across a surface**

Let \(z\) point out of the metal, normal to the macroscopic surface. Average the charge density and the potential over one surface period in the plane, and smooth out the lattice oscillations along \(z\). The lateral derivatives drop out of the average because the potential is periodic, which leaves

\[
\varphi''(z)=-\frac{\rho(z)}{\varepsilon_0}.
\]

The surface is uncharged as a whole, and there is no average field deep in the metal or in the vacuum outside. Integrating \(\varphi'\) by parts gives

\[
\varphi_{\rm out}-\varphi_{\rm in}
=\int\varphi'\,dz
=\big[z\varphi'\big]-\int z\,\varphi''\,dz
=\frac{1}{\varepsilon_0}\int z\,\rho(z)\,dz
=\frac{P}{\varepsilon_0}.
\]

The bracket vanishes because \(\varphi'=0\) on both sides of the layer. \(P\) is the dipole moment per unit area, positive when the positive charge lies further out. Since the layer is neutral, \(P\) does not depend on the origin of \(z\).

**From the jump to the work function**

An electron at rest outside has energy \(-e\varphi_{\rm out}\), with \(e>0\). The work function is therefore

\[
\Phi=-e\varphi_{\rm out}-E_F
=-e(\varphi_{\rm out}-\varphi_{\rm in})-(E_F+e\varphi_{\rm in}).
\]

The last bracket is the Fermi energy measured from the mean electrostatic energy \(-e\varphi_{\rm in}\) of an electron in the bulk. It is a bulk property, the same for the stepped and the flat surface, and it cancels in the difference:

\[
\Delta\Phi=\Phi_{\rm stepped}-\Phi_{\rm flat}=-\frac{e\,\Delta P}{\varepsilon_0}.
\]

Let \(L\) be the step spacing along the macroscopic surface and \(a\) the atomic spacing along a step. Each step atom then owns the area \(A=La\). Define \(p\) as the normal dipole moment of this area of stepped surface minus that of an equal area of flat surface. Then \(\Delta P=p/(La)\), and

\[
\boxed{\,p=-\frac{\varepsilon_0\,L\,a\,\Delta\Phi}{e}\,}
\]

The moment \(p\) includes all screening charge and atomic relaxation. It is assigned to the step atom by counting; the charge that produces it may be spread over neighbouring atoms.

**The numbers**

With \(L=2.0\) nm and \(a=0.288\) nm,

\[
A=2.0\times0.288\ \text{nm}^2=0.576\ \text{nm}^2 .
\]

The energy \(\Delta\Phi=-0.18\) eV divided by \(e\) is \(-0.18\) V, so

\[
\begin{aligned}
p&=(8.854\times10^{-12}\ \text{F/m})(0.576\times10^{-18}\ \text{m}^2)(0.18\ \text{V})\\
&=9.18\times10^{-31}\ \text{C m}.
\end{aligned}
\]

One debye is \(3.336\times10^{-30}\) C m, hence

\[
p=\frac{9.18\times10^{-31}}{3.336\times10^{-30}}\ \text{D}=0.275\ \text{D}.
\]

If 0.18 eV is a rounded value, it is uncertain by up to 0.005 eV, which moves \(p\) by up to 0.008 D. Answers of 0.27 D and 0.28 D are therefore equally compatible with the data.

**Which way it points, and why**

\(\Delta\Phi\) is negative, so \(p\) is positive: the positive end faces the vacuum. An electron leaving the metal crosses a layer that raises the outside potential and so lowers its energy there.

Smoluchowski smoothing accounts for this sign. The electron density does not follow the sharp corners of the step, because a sharply bent density costs kinetic energy. It flows away from the protruding upper edge and fills in the foot. The upper edge is left positive and the foot negative, which makes an outward dipole.

The work function fixes the moment alone, not the charge and the distance separately. If the charges were 0.1 nm apart, a charge of \(0.057\,e\) would suffice. This is an equivalent charge for an assumed distance, not a measured charge transfer.

**Where the factor of two comes from**

Put a charge \(q\) at height \(d\) above a conductor, one per area \(A\). The conductor carries the screening charge \(-q\) per area \(A\) on its surface. On average this is a parallel-plate capacitor with field \(q/(\varepsilon_0A)\) and gap \(d\), so the outer potential rises by

\[
\Delta\varphi=\frac{qd}{\varepsilon_0A}=\frac{p}{\varepsilon_0A},\qquad p=qd .
\]

In the image method, the screening charge is replaced by a fictitious charge \(-q\) at depth \(d\). This pair has the moment \(p_{\rm im}=2qd\), and the total jump across it would be \(2qd/(\varepsilon_0A)\). The metal surface lies at the midplane, where the potential is halfway between the two outer values. The rise from the metal to the vacuum is thus half the total:

\[
\Delta\varphi=\frac{p_{\rm im}}{2\varepsilon_0A}=\frac{qd}{\varepsilon_0A}.
\]

The two formulas agree on the potential and differ in the moment they speak of. I use \(p=qd\), the moment of the charge that is really there. The image convention would report twice the number for the same surface.

**Do the rows matter?**

They matter close to the surface. Let \(x\) run across the steps and set \(k=2\pi/L\). Rows of charges with period \(L\) have the surface charge density

\[
\sigma(x)=\frac{q}{A}\left[1+2\cos kx+2\cos 2kx+\dots\right].
\]

The constant term gives the average shift. A sheet with density \(\sigma_k\cos kx\) produces the potential \(\sigma_k\cos kx\,e^{-k|z-d|}/(2\varepsilon_0k)\), where \(z\) is now measured from the conductor surface. Adding the image sheet at \(-d\), with \(\sigma_k=2q/A\), gives for \(z>d\)

\[
\begin{aligned}
\varphi_k&=\frac{q}{\varepsilon_0Ak}\left[e^{-k(z-d)}-e^{-k(z+d)}\right]\cos kx\\
&=\frac{2q\sinh(kd)}{\varepsilon_0Ak}\,e^{-kz}\cos kx
\approx\frac{2p}{\varepsilon_0A}\,e^{-kz}\cos kx .
\end{aligned}
\]

The last form holds for \(kd\ll1\). Since \(p/(\varepsilon_0A)=|\Delta\Phi|/e\), the difference in electron energy between crest and trough is \(4|\Delta\Phi|e^{-2\pi z/L}\). At \(z=L=2.0\) nm this is

\[
4\times0.18\ \text{eV}\times e^{-2\pi}=1.3\ \text{meV}.
\]

The factor 4 belongs to charges placed straight above a flat conductor. A sideways offset between the positive edge and the negative foot changes this factor, but not the exponential decay. For example, with the positive charge 0.15 nm and the negative charge 0.05 nm above the conductor, an offset of 0.3 nm gives a factor of 5.3. One step spacing away from the surface, the potential is already close to its average. A probe or an emission process that is sensitive to distances well below \(L\) would see the variation, and the averaged formula would not describe it.

The claim can be tested without averaging. Place pairs of charges 0.1 nm apart, each with the moment found above, on a lattice with spacings 2.0 nm and 0.288 nm, and add their Coulomb potentials. A disc of radius \(R\) gives, in the continuum limit, the jump between heights \(z\) and \(-z\)

\[
\frac{p}{\varepsilon_0A}\left(1-\frac{z}{\sqrt{R^2+z^2}}\right),
\]

so the leading error falls as \(1/R\) and can be removed by combining two radii. With 150 nm and 300 nm, and \(z=4\) nm, the sum gives a lowering of 0.18000 eV. A charge 0.05 nm above a conductor, treated with its image, gives the same value.

**Do the tilted terraces matter?**

A flat metal surface already has a double layer of its own. Suppose that it is thin and has the moment \(\tau\) per area, normal to the local surface. If it continues unbroken over terraces and risers, the potential can be constant on each side, with a jump \(\tau/\varepsilon_0\) across the layer. This satisfies Laplace's equation on both sides and the jump condition everywhere, whatever the shape of the staircase. A uniform continuous layer therefore adds nothing to \(\Delta\Phi\).

The terraces alone do less. Take first a riser at right angles to the terrace. For a tilt \(\theta\), they supply the terrace area \(\cos\theta\) per unit of macroscopic area, and the normal component of their moment brings a second factor \(\cos\theta\). Their share is \(\cos^2\theta\), and the risers supply \(\sin^2\theta\).

For a close-packed fcc terrace with close-packed step edges, the step height is

\[
h=a\sqrt{2/3}=0.235\ \text{nm},\qquad
\sin\theta=\frac hL,\qquad \theta=6.75^\circ .
\]

With a right-angled riser the terrace share is then 0.986. If you subtracted the terraces alone and assigned the whole riser to the step, the moment would change by 0.021 D for each volt of the flat surface's jump. On an fcc crystal the riser is a slanted microfacet, at \(\beta=70.5^\circ\) ({111}) or \(54.7^\circ\) ({100}) to the terrace. It shortens the terrace by \(h\cot\beta\), so the terrace share becomes \(\cos^2\theta-(h/L)\cot\beta\cos\theta\), which is 0.945 or 0.904, and the change grows to 0.084 D or 0.147 D per volt. For a jump of several volts this is no longer small compared with 0.275 D. This is why I defined \(p\) relative to an equal macroscopic area of flat surface.

There is also a smaller geometric question. If "20 Å spacing" means the terrace width, the spacing along the macroscopic surface is

\[
L=\sqrt{2.0^2+0.235^2}\ \text{nm}=2.014\ \text{nm},
\]

and \(p\) becomes 0.277 D. At this tilt the distinction is smaller than the rounding of the data.

**Can the moment be used for another step spacing?**

If \(p\) stays constant, then \(\Delta\Phi=-ep/(\varepsilon_0La)\) is proportional to the step density \(1/L\). Doubling the spacing to 4.0 nm halves the lowering to 0.090 eV, and for \(L\to\infty\) it vanishes, as it must for a flat surface.

The moment is not strictly constant, because the dipoles depolarize one another. For an estimate, treat each step atom as a point dipole at a conductor, with polarizability volume \(\alpha\). A neighbour at distance \(R\) and its image together produce the normal field \(-2p/(4\pi\varepsilon_0R^3)\). With \(S=\sum1/R^3\) over all other step atoms, and \(p_0\) the moment without this field,

\[
p=p_0-2\alpha S\,p
\quad\Longrightarrow\quad
p=\frac{p_0}{1+2\alpha S}.
\]

Atoms on the same step contribute \(2\sum_j(ja)^{-3}=2\zeta(3)/a^3\). A different row at distance \(mL\gg a\) may be summed as an integral, which gives \(2/(a\,m^2L^2)\). There are two such rows for each \(m\), and \(\sum1/m^2=\pi^2/6\), so

\[
S=\frac{2\zeta(3)}{a^3}+\frac{2\pi^2}{3aL^2}
=(100.6+5.7)\ \text{nm}^{-3}.
\]

Only the second term changes with the step spacing. For an assumed \(\alpha=0.005\) nm³, the ratio of the moment on an isolated step to the moment here is

\[
\frac{1+2(0.005)(100.642+5.712)}{1+2(0.005)(100.642)}=1.028 .
\]

An isolated step would thus have about 0.283 D per atom in this model. A direct solution for coupled dipoles in a finite patch, with eight further steps on each side, gives a ratio of 1.0255. The patch omits the more distant steps and also cuts off the ends of the nearer ones. Both omissions lower the ratio. For the assumed polarizability, proportionality to \(1/L\) is therefore good to about 3% for spacings of 2.0 nm and more. In this model the deviation stays below 6% for any \(\alpha\), because the ratio cannot exceed \(1+5.712/100.642=1.057\). This limit relies on the point-dipole field between neighbours on the same step. For a charge 0.1 nm above the conductor, the field at the nearest neighbour is only 0.55 of the point-dipole value, and the limit rises to about 9%. Proportionality fails when the steps are so close that their electron distributions overlap, since \(p\) is then no longer the property of a separate step.

None of this corrects the 0.275 D. That number is the moment present at the given spacing, after depolarization.

**How this compares with a real surface**

The parameters lie roughly in the range of gold surfaces cut a few degrees off (111), where the atomic spacing is about 0.29 nm. They are model values, not a measurement on gold. A real surface departs from the model mainly through irregular steps, kinks, reconstruction and adsorbates:

- An error of 0.1 nm in the mean step spacing changes \(p\) by 0.014 D, or 5%.
- An adsorbate that shifts one of the two work functions by 5 meV changes \(p\) by 0.008 D.
- A temperature difference of 50 K between the two measurements does the same, if the work function drifts by an assumed 0.1 meV/K.
- Kinks and reconstruction change the meaning of the result: \(p\) becomes an average that includes them, and no longer describes a straight step.

The result also belongs to a surface facing vacuum. In a metal-semiconductor contact the charge at the steps rearranges, so the 0.18 eV cannot simply be carried over to the Schottky barrier.

The values used here are listed in the numerical output below.

## Values computed for the example and the checks

```
Step spacing: 2.000 nm
Atomic spacing along step: 0.288 nm
Work-function change: -0.180 eV
Vacuum permittivity: 8.854188e-12 F/m
Elementary charge: 1.602177e-19 C
One debye: 3.33564e-30 C m
Area per step atom: 0.5760 nm^2
Step-atom density: 1.7361 nm^-2
Excess dipole per area: 1.5938e-12 C/m
Dipole per step atom: 9.1800e-31 C m
Dipole per step atom: 0.2752 D
Equivalent charge at 0.1 nm separation: 0.0573 e
Lowering from explicit Coulomb sum: 0.18000 eV
Lowering from charge-and-image sum: 0.18000 eV
Lowering at doubled step spacing: 0.0900 eV
Height for ripple estimate: 2.00 nm
Peak-to-trough ripple, formula: 1.345 meV
Peak-to-trough ripple, Coulomb sum: 1.350 meV
Dipole change for 0.005 eV rounding: 0.0076 D
Dipole change for 0.1 nm spacing error: 0.0138 D
Close-packed step height: 0.2352 nm
Miscut angle: 6.75 degrees
Spacing if 2.0 nm is terrace width: 2.0138 nm
Dipole if 2.0 nm is terrace width: 0.2771 D
Staircase double-layer jump / flat jump: 1.000000 (no unit)
Terraces-only jump / flat jump: 0.986176 (no unit)
Riser convention shift per V of flat jump: 0.0211 D
Assumed polarizability volume: 0.0050 nm^3
Lattice sum within one step: 100.642 nm^-3
Lattice sum from other steps: 5.712 nm^-3
Isolated-step / in-situ dipole: 1.0285 (no unit)
Same ratio from finite coupled patch: 1.0255 (no unit)
Estimated dipole per atom of isolated step: 0.2830 D
Assumed temperature mismatch: 50 K
Assumed thermal coefficient: 0.10 meV/K
Thermal work-function error: 5.00 meV
Dipole error from temperature mismatch: 0.0076 D
```
